# Optical and electrical band-gap narrowing are not interchangeable

Take a heavily doped n-type layer in which optical absorption has located the state-filling edge, the energy from the top of the valence band to the Fermi level. Use the shift of that edge from the undoped gap as the band-gap narrowing in a calculation of the minority-hole current. In the model semiconductor worked out below, the predicted current is 0.12 of the correct one. Replace the optical shift by the true narrowing between the band edges, and the prediction becomes 15.5 times too large. Neither input is inaccurate. Each is a correct value of a quantity other than the narrowing that the current formula calls for.

## The belief and its appeal

The belief runs as follows. Heavy doping lowers the conduction-band edge and raises the valence-band edge, so the gap shrinks from $E_{g0}$ to $E_g$. A gap is a property of the material, and a property does not depend on the instrument. An optical and an electrical experiment should therefore report the same narrowing, and any difference is experimental error.

The premise is sound: within a rigid-band picture there is one edge narrowing,

$$\Delta = E_{g0}-E_g .$$

At low carrier density the conclusion is sound too, as will be shown. What fails at high density is the step from the gap to the measured numbers. Neither an absorption threshold nor a carrier product measures $E_g$ alone. Both depend on how far the electrons fill the conduction band, and they depend on it differently.

It is tempting to repair the belief by saying that filling affects optics and leaves transport untouched. That is not right either. Filling enters the electrical number through Fermi statistics, and its weight there has to be derived.

## Carrier densities

Let $E_c$ and $E_v$ be the band edges in the doped material, $E_F$ the Fermi level, $\zeta=E_F-E_c$ and $\eta=\zeta/k_BT$. For a parabolic conduction band with density-of-states mass $m_c$, spin included,

$$n=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\int_0^\infty \frac{\sqrt{\varepsilon}\,d\varepsilon}{1+e^{(\varepsilon-\zeta)/k_BT}} .$$

Substituting $\varepsilon=k_BT\,y$ takes out a factor $(k_BT)^{3/2}$. With

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt y\,dy}{1+e^{y-\eta}},\qquad N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2},$$

the result is $n=N_cF_{1/2}(\eta)$.

The holes are few. Their occupation $1-f$ is then $e^{-(E_F-E)/k_BT}$ to excellent accuracy. At a depth $\varepsilon'$ below the valence edge, $E=E_v-\varepsilon'$. The integral over $\sqrt{\varepsilon'}\,e^{-\varepsilon'/k_BT}$ gives $(\sqrt\pi/2)(k_BT)^{3/2}$, and hence

$$p=N_v\,e^{-(E_F-E_v)/k_BT}=N_v\,e^{-(E_g+\zeta)/k_BT},$$

because $E_F-E_v=(E_F-E_c)+(E_c-E_v)$. Here $N_v$ is $N_c$ with the valence mass $m_v$.

In the undoped reference both carriers are dilute, $F_{1/2}(\eta)\to e^\eta$, and the Fermi level cancels from the product:

$$n_{i0}^2=N_cN_v\,e^{-E_{g0}/k_BT}.$$

## What the carrier product measures

The electrical narrowing is defined by writing the equilibrium product as if the gap alone had changed:

$$np=n_{i0}^2\,e^{\Delta_{\rm el}/k_BT}.$$

Insert $p$ and divide by $n_{i0}^2$:

$$\frac{np}{n_{i0}^2}=\frac{n}{N_c}\,\exp\left(\frac{E_{g0}-E_g-\zeta}{k_BT}\right).$$

The logarithm, multiplied by $k_BT$, is

$$\Delta_{\rm el}=\Delta-\zeta+k_BT\ln\frac{n}{N_c}. \tag{1}$$

For the parabolic band $n/N_c=F_{1/2}(\eta)$, so that

$$\Delta_{\rm el}=\Delta-k_BT\left[\eta-\ln F_{1/2}(\eta)\right].$$

The bracket is positive. Indeed $1/(1+e^{y-\eta})<e^{\eta-y}$ for every $y$, and integration with the weight $\sqrt y$ gives $F_{1/2}(\eta)<e^\eta$. The electrical narrowing is therefore smaller than the edge narrowing. Physically, the exclusion principle pushes the Fermi level higher than Boltzmann statistics would for the same $n$. A higher Fermi level means fewer holes, and a smaller product looks like a wider gap.

Two limits show the size of the effect. At low density, expand the occupation as $e^{\eta-y}-e^{2(\eta-y)}+\dots$. The second integral carries a factor $2^{-3/2}$, so

$$F_{1/2}\simeq e^\eta-\frac{e^{2\eta}}{\sqrt8},\qquad \ln F_{1/2}-\eta\simeq-\frac{e^\eta}{\sqrt8}\simeq-\frac{n}{\sqrt8\,N_c}.$$

Hence $\Delta_{\rm el}-\Delta\simeq-k_BT\,n/(\sqrt8N_c)$, which vanishes with the density.

At high density the occupation approaches a step at $y=\eta$, and the leading form is $F_{1/2}\simeq4\eta^{3/2}/(3\sqrt\pi)$. The subtraction in the bracket then grows only logarithmically, while $\eta$ itself grows as $n^{2/3}$. Filling comes to dominate the difference between $\Delta$ and $\Delta_{\rm el}$.

## What the absorption edge measures

Light can promote an electron only into an empty state. Consider first an indirect edge, where phonons supply the momentum and the initial and final wavevectors are independent. Remove the phonon energy from the photon energy. At low temperature the cheapest transition starts at the top of the valence band and ends at the Fermi level. It costs

$$\hbar\omega_{\rm edge}=E_F-E_v=E_g+\zeta .$$

The raw optical shift, measured from the undoped gap and counted positive for a red shift, is

$$\Delta_{\rm opt}=E_{g0}-\hbar\omega_{\rm edge}=\Delta-\zeta. \tag{2}$$

If the transition is vertical, both states have the same wavevector $k$. For single isotropic bands with extrema at the same point, the final state is empty when $\hbar^2k^2/2m_c\ge\zeta$. At equality the initial state lies below the valence edge by $\hbar^2k^2/2m_v=\zeta m_c/m_v$. The vertical edge is thus

$$\hbar\omega_{\rm vert}=E_g+\zeta\left(1+\frac{m_c}{m_v}\right).$$

Two optical experiments can therefore disagree with each other, even with equal $\Delta$ and $\zeta$. Both edge formulas were tested by filling the lowest states of a three-dimensional grid of wavevectors and searching for the cheapest allowed transition.

## The conversion

Subtract (2) from (1). The edge narrowing and the filling energy both cancel:

$$\Delta_{\rm el}-\Delta_{\rm opt}=k_BT\ln\frac{n}{N_c}. \tag{3}$$

The reason is that both experiments locate the same distance, $E_F-E_v$. The indirect edge reads it directly. The hole density reads it through $p=N_ve^{-(E_F-E_v)/k_BT}$. The definition of $\Delta_{\rm el}$ then multiplies $p$ by $n$ and compares with a nondegenerate reference, and this bookkeeping produces the logarithm.

The derivation of (3) never used the shape of the doped conduction band. If that band is nonparabolic, $\zeta$ changes at fixed $n$, but it changes both narrowings equally; $N_c$ remains the fixed constant of the undoped reference, and must be computed from the band shape of that reference. A test in which only the doped conduction band is nonparabolic, while the undoped reference stays parabolic, confirms this. At the density of the example below, $\zeta$ drops to 112.7 meV, the electrical narrowing becomes 42.85 meV and the optical shift −12.70 meV. Their difference is still 55.55 meV.

Obtaining $\Delta$ itself is more demanding. One must add $\zeta$ to $\Delta_{\rm opt}$, or $\zeta-k_BT\ln(n/N_c)$ to $\Delta_{\rm el}$, and $\zeta$ has to come from a band model. An error in that model goes straight into $\Delta$.

Equation (3) must not be continued to low density. A filling edge exists only when $\zeta\gg k_BT$. When the conduction band is nearly empty, $1-f\simeq1$ and absorption starts at $E_g$, so the optical shift is simply $\Delta$. The electrical narrowing tends to $\Delta$ as well, provided the doped conduction band keeps the effective density of states of the reference. If that density is $N_c'$ instead, $n=N_c'e^{\eta}$ in (1) leaves an offset $k_BT\ln(N_c'/N_c)$, about 2 meV for the nonparabolic test band above. This is the regime in which the belief is true. For the same reason, the vanishing of the logarithm at $n=N_c$ does not mark a density where the two measurements agree: $\zeta$ is then not large compared with $k_BT$, and there is no sharp filling edge to compare.

## An example with opposite signs

Take a model semiconductor at 300 K with $E_{g0}=1000$ meV, $m_c=0.6\,m_0$, $m_v=0.5\,m_0$, $n=10^{20}$ cm$^{-3}$ and an assumed edge narrowing $\Delta=100$ meV. The thermal energy is 25.85 meV and $N_c=1.166\times10^{19}$ cm$^{-3}$, so $n/N_c=8.574$. Solving $F_{1/2}(\eta)=8.574$ gives $\eta=4.890$ and $\zeta=126.4$ meV. Then

$$\Delta_{\rm opt}=100-126.4=-26.4\ {\rm meV},$$

$$\Delta_{\rm el}=100-126.42+55.55=29.13\ {\rm meV},$$

where $k_BT\ln(n/N_c)=55.55$ meV. The gap has narrowed by 100 meV, yet the filling edge $E_F-E_v$ lies above the undoped gap, at 1026.4 meV. At 300 K this energy is not a sharp onset in the spectrum, a point taken up in the next section. The carrier product has risen, but by much less than a gap reduction of 100 meV would suggest. One semiconductor yields three different numbers, and one of them is negative.

If the same masses belong to a single-valley material with vertical transitions, the shift of the filling edge is $100-126.4\times2.2=-178$ meV. At 300 K this edge is not a sharp onset either.

The difference $\Delta-\Delta_{\rm el}$ depends on density and not on the assumed $\Delta$. It is 0.8 meV at $10^{18}$ cm$^{-3}$, 7.7 meV at $10^{19}$ cm$^{-3}$ and 70.9 meV at $10^{20}$ cm$^{-3}$. The low-density formula gives $25.85\times0.0857/\sqrt8=0.78$ meV for the first, in agreement.

## Why a measured threshold needs further care

The edge in (2) is sharp only when $k_BT\ll\zeta$. Equation (3) also needs both narrowings at the same temperature, because $\zeta$ and the gap vary with it. For constant matrix elements and a full valence band, the indirect absorption at $x=\hbar\omega-E_g$ sums over all ways of dividing $x$ between the electron and the hole:

$$\alpha(x)\propto\int_0^x\sqrt{\varepsilon}\,\sqrt{x-\varepsilon}\,\left[1-f(\varepsilon)\right]d\varepsilon .$$

With an empty band, $\varepsilon=xu$ gives $x^2\int_0^1\sqrt{u(1-u)}\,du=\pi x^2/8$. A plot of $\sqrt\alpha$ is then a straight line that meets the axis at the gap, so extrapolating that line finds the gap.

With a filled band at zero temperature the integral starts at $\zeta$. Put $x=\zeta+\delta$ and $\varepsilon=\zeta+t$. For $\delta\ll\zeta$,

$$\int_0^\delta\sqrt{\zeta+t}\,\sqrt{\delta-t}\,dt\simeq\sqrt\zeta\int_0^\delta\sqrt{\delta-t}\,dt=\frac23\sqrt\zeta\,\delta^{3/2}.$$

The onset has power 3/2 instead of 2, so $\sqrt\alpha$ is no longer straight. The spectrum computed close to zero temperature gives a power of 1.50.

At 300 K the edge is also smeared. At $x=\zeta$ the absorption is already 0.13 of its value for an empty band. It must be below one half, since every final state reached there has $\varepsilon\le\zeta$ and hence $1-f\le1/2$.

A straight line through $\sqrt\alpha$ still produces an intercept, but the intercept depends on the fitting window. Fitted from 50 to 100 meV beyond the filling edge, it lies 93.0 meV above the gap. Fitted from 300 to 400 meV beyond, it lies 77.6 meV above. The filling edge itself is at 126.4 meV.

The downward drift far above the filling edge follows from the integral. For $x\gg\zeta$ the filled states remove approximately

$$\sqrt x\int_0^\zeta\sqrt\varepsilon\,d\varepsilon=\frac23\zeta^{3/2}\sqrt x$$

from $\pi x^2/8$, with the Fermi function taken as a step. Expanding the square root to first order,

$$\sqrt\alpha\propto x-\frac{b}{\sqrt x},\qquad b=\frac{8}{3\pi}\zeta^{3/2}.$$

The slope of the right-hand side is $1+b/(2x^{3/2})$. Its tangent at $x$ therefore meets the axis, to first order in $b$, at

$$x-\left(x-\frac{b}{\sqrt x}\right)\left(1-\frac{b}{2x^{3/2}}\right)\simeq\frac{3b}{2\sqrt x}=\frac4\pi\,\zeta\sqrt{\frac{\zeta}{x}} .$$

At the middle of the far window, $x=476$ meV, this gives 83 meV, close to the fitted 77.6 meV for a leading-order estimate. In the limit $x\gg\zeta$ the intercept creeps toward the gap only as $x^{-1/2}$; in the range fitted here the decline is slower still. At 300 K the step integral is replaced by $\int\sqrt\varepsilon\,f\,d\varepsilon$, which raises the coefficient by about 5%.

Read as optical narrowings, the two fits give $100-93.0=7.0$ meV and $100-77.6=22.4$ meV. The second is not far from the electrical 29.1 meV, but that closeness comes from the choice of window. It is no evidence that the two quantities are the same. Nor may either intercept be inserted as $\Delta_{\rm opt}$ in (3), which requires the filling edge $E_F-E_v$ itself.

## What a current measurement constrains

Let holes be injected at $x=0$ into a layer that ends at a contact at $x=W$, where $x$ now denotes position. Assume low injection, a flat majority Fermi level $E_F$ and no recombination inside the layer. With the hole quasi-Fermi level $E_{Fp}$ on the electron-energy scale, the current density is

$$J=\mu_p\,p\,\frac{dE_{Fp}}{dx},\qquad p=N_v\,e^{(E_v-E_{Fp})/k_BT}.$$

Let $p_0$ be the equilibrium density and $u=p/p_0$. Low injection leaves $E_v-E_F$ unchanged, so $u=e^{(E_F-E_{Fp})/k_BT}$ and $E_{Fp}=E_F-k_BT\ln u$. Differentiating,

$$\frac{dE_{Fp}}{dx}=-\frac{k_BT}{u}\frac{du}{dx},\qquad J=-\mu_pk_BT\,p_0\frac{du}{dx}=-qD_p\,p_0\frac{du}{dx}.$$

The last step uses $D_p=\mu_pk_BT/q$, valid for nondegenerate holes. Without recombination $J$ is constant. Divide by $D_pp_0$ and integrate, with $u(0)=e^{qV/k_BT}$ at the junction and $u(W)=1$ at a contact that holds the equilibrium density:

$$J=\frac{q\left(e^{qV/k_BT}-1\right)}{\displaystyle\int_0^W\frac{dx}{D_pp_0}},\qquad p_0=\frac{n_{i0}^2\,e^{\Delta_{\rm el}/k_BT}}{n}.$$

The fields created by graded band edges are contained in $p_0(x)$. In a test, direct integration of the drift-diffusion equation through a layer with graded doping, narrowing and diffusivity reproduces this formula.

The narrowing in the current is thus $\Delta_{\rm el}$, and it appears together with $D_p$. For a uniform layer the saturation current density is $J_0=qD_pp_0/W$. In the example $n_{i0}^2=1.643\times10^{21}$ cm$^{-6}$, so

$$p_0=\frac{1.643\times10^{21}}{10^{20}}\,e^{29.13/25.85}=50.7\ {\rm cm}^{-3}.$$

With $D_p=2$ cm$^2$/s and $W=0.2$ µm, $J_0=8.12\times10^{-13}$ A/cm$^2$.

The errors quoted at the start now follow. Using $\Delta_{\rm opt}$ for $\Delta_{\rm el}$ multiplies the current by

$$e^{(\Delta_{\rm opt}-\Delta_{\rm el})/k_BT}=\frac{N_c}{n}=0.117 .$$

Using $\Delta$ multiplies it by $e^{70.87/25.85}=15.5$.

In the other direction, for a uniform layer of known width with negligible recombination and a contact that holds the equilibrium density, the measured current gives $D_pp_0$, and $\Delta_{\rm el}=k_BT\ln(np_0/n_{i0}^2)$ requires separate values of $D_p$, $n$ and $n_{i0}$. Recombination is negligible only when the hole diffusion length $\sqrt{D_p\tau_p}$, with $\tau_p$ the hole lifetime, is much longer than $W$. At $10^{20}$ cm$^{-3}$ Auger recombination can make the lifetime so short that this must be checked even for $W=0.2$ µm. If the assumed $D_p$ is twice the true one, the inferred $p_0$ is halved and $\Delta_{\rm el}$ comes out 17.9 meV too small. That is more than half of the 29.1 meV being sought. An assumed $n_{i0}$ too large by a factor $r$ lowers the result by $2k_BT\ln r$. An electrical narrowing should therefore be used with the same $D_p$, $n$ and $n_{i0}$ with which it was extracted; then the current it was fitted to is at least reproduced.

## Where the conversion stops

Equation (3) relies on dilute holes and on an effective valence density of states $N_v$ that doping leaves unchanged. If doping changes it to $N_v'$, the hole density gains a factor $N_v'/N_v$, and $k_BT\ln(N_v'/N_v)$ must be added to the right-hand side. A valence-band tail also adds holes, and it blurs the level from which absorption starts. Electron-hole attraction and the relaxation of the electron gas around the new hole can alter the optical spectrum; neither is included here.

Within these limits, a disagreement between optical and electrical narrowing is not in itself a sign of a faulty experiment. With a well-defined indirect filling edge, and with both narrowings taken at the same temperature, a difference of $k_BT\ln(n/N_c)$ is what one and the same band structure requires. A departure from that difference is what calls for an explanation. The condition $\zeta\gg k_BT$ is demanding at room temperature. The model has $\eta=4.9$ at $10^{20}$ cm$^{-3}$, but silicon, with $N_c\approx2.9\times10^{19}$ cm$^{-3}$, reaches only $\eta\approx2.4$ at that density and 300 K. There $E_F-E_v$ cannot be read off as an edge and has to be obtained from a fit of the whole line shape. The numerical output below gives the values in full.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Undoped gap: 1000.0 meV
Conduction density-of-states mass: 0.60 m_0
Valence density-of-states mass: 0.50 m_0
Electron density n: 1.000e+20 cm^-3
Effective density Nc: 1.1663e+19 cm^-3
Effective density Nv: 8.8721e+18 cm^-3
Reference product ni0^2: 1.6427e+21 cm^-6
Density ratio n/Nc: 8.5743
Reduced Fermi energy eta: 4.8902
Fermi energy above conduction edge zeta: 126.42 meV
Edge narrowing: 100.00 meV
Narrowed gap: 900.00 meV
Electrical narrowing: 29.13 meV
Indirect optical shift: -26.42 meV
Indirect filling edge: 1026.42 meV
Electrical minus optical: 55.55 meV
kT ln(n/Nc): 55.55 meV
Vertical single-valley optical shift: -178.13 meV
Nonparabolicity in test: 0.8 eV^-1
Nonparabolic test zeta: 112.70 meV
Nonparabolic electrical narrowing: 42.85 meV
Nonparabolic optical shift: -12.70 meV
Low-temperature onset power: 1.502
300 K filled/unfilled absorption at edge: 0.1255
Intercept above gap, fit 50-100 meV past edge: 93.01 meV
Intercept above gap, fit 300-400 meV past edge: 77.57 meV
Equilibrium hole density: 50.687 cm^-3
Hole diffusivity: 2.00 cm^2/s
Layer width: 0.20 micrometre
Saturation current density: 8.1210e-13 A/cm^2
Edge narrowing recovered from current: 100.00 meV
Current factor if optical shift is used: 0.1166
Current factor if edge narrowing is used: 15.509
Narrowing error for factor 2 in diffusivity: 17.92 meV
Graded-layer current, ODE/formula: 1.00000002
n=1e+18 cm^-3: zeta=-62.72 meV, edge-electrical=0.78 meV
n=1e+19 cm^-3: zeta=3.77 meV, edge-electrical=7.75 meV
n=1e+20 cm^-3: zeta=126.42 meV, edge-electrical=70.87 meV
```
